# Comment on a Conductance Computed from a Constant Imaginary Potential: test program

```python
"""
Uniform imaginary potential versus current-conserving voltage probes.

Result under test: a clean chain with self-energy -i*eta on N sites transmits
coherently a part that decays as exp(-2*beta*N). If the same -i*eta comes from
probes that draw no net current, the current is conserved and
1/T_eff = N/D + c for long N, with c -> 1 at weak coupling and
D = coth(beta) sin(kappa)^2 / (sin(kappa)^2 + sinh(beta)^2).

Symbols: J hopping energy (matrix element -J), E energy, k phase per site in
the leads, E = -2J cos k; theta = kappa + i beta is the complex phase per site,
E + i eta = -2J cos theta; g = 2J sin k is the lead broadening; 2 eta is the
probe broadening; mu are probe potentials (left lead 1, right lead 0).
Energies are in eV. Transmissions are per spin.
"""
import numpy as np
from scipy import constants as const

J = 1.0
E = -1.0
ETA = 0.05
SPACING_NM = 0.5
k = np.arccos(-E / (2 * J))
g = 2 * J * np.sin(k)


def complex_phase(eta):
    return np.arccos(-(E + 1j * eta) / (2 * J))


def green_function(N, eta):
    """Inverse of E - H - self-energies for N sites between two leads."""
    A = (E + 1j * eta) * np.eye(N, dtype=complex)
    A += J * (np.eye(N, k=1) + np.eye(N, k=-1))
    A[0, 0] += J * np.exp(1j * k)
    A[-1, -1] += J * np.exp(1j * k)
    return np.linalg.inv(A)


def solve_wire(N, eta):
    """Transmissions without and with reinjection, and supporting data."""
    G = green_function(N, eta)
    site = np.concatenate(([0], np.arange(N), [N - 1]))
    width = np.concatenate(([g], np.full(N, 2 * eta), [g]))
    T = np.outer(width, width) * np.abs(G[np.ix_(site, site)])**2
    np.fill_diagonal(T, 0.0)
    probes = slice(1, N + 1)
    balance = np.diag(T[probes].sum(axis=1)) - T[probes, probes]
    mu = np.linalg.solve(balance, T[probes, 0])
    T_eff = T[-1, 0] + T[-1, probes] @ mu
    return dict(G=G, site=site, width=width, T=T, mu=mu,
                T_abs=T[-1, 0], T_eff=T_eff)


def bond_currents(wire, occupation):
    """Currents and site densities from the nonequilibrium density matrix."""
    columns = wire["G"][:, wire["site"]]
    density = (columns * (wire["width"] * occupation)) @ columns.conj().T
    return 2 * J * np.imag(np.diag(density, k=-1)), np.real(np.diag(density))


def bulk_D(eta):
    th = complex_phase(eta)
    s2 = np.sin(th.real)**2
    return s2 / np.tanh(th.imag) / (s2 + np.sinh(th.imag)**2)


def absorber_formula(N, eta):
    th = complex_phase(eta)
    den = (np.sin((N + 1) * th) - 2 * np.exp(1j * k) * np.sin(N * th)
           + np.exp(2j * k) * np.sin((N - 1) * th))
    return 4 * np.sin(k)**2 * abs(np.sin(th))**2 / abs(den)**2


theta = complex_phase(ETA)
beta = theta.imag
D = bulk_D(ETA)
prefactor = (16 * np.sin(k)**2 * abs(np.sin(theta))**2 * np.exp(-2 * beta)
             / abs(1 - np.exp(1j * (k + theta)))**4)

# One site: absorber and probe have different simple closed forms.
single = solve_wire(1, ETA)
assert np.isclose(single["T_abs"], (g / (g + ETA))**2, rtol=1e-11)
assert np.isclose(single["T_eff"], g / (g + ETA), rtol=1e-11)

# Absorber: matrix inversion against closed formula and long-wire asymptote.
lengths = [10, 40, 160, 320]
wires = {N: solve_wire(N, ETA) for N in lengths}
for N in lengths:
    assert np.isclose(wires[N]["T_abs"], absorber_formula(N, ETA), rtol=1e-6)
asymptote = prefactor * np.exp(-2 * beta * 320)
assert np.isclose(wires[320]["T_abs"], asymptote, rtol=1e-5)

# Local loss, total loss, and conservation after reinjection.
N_show = 160
wire = wires[N_show]
only_left = np.zeros(N_show + 2)
only_left[0] = 1.0
I_abs, density_abs = bond_currents(wire, only_left)
assert np.allclose(I_abs[:-1] - I_abs[1:], 2 * ETA * density_abs[1:-1],
                   atol=1e-11)
reflection = abs(1j * g * wire["G"][0, 0] - 1)**2
absorbed = wire["T"][1:-1, 0].sum()
assert np.isclose(1 - reflection - wire["T_abs"], absorbed, atol=1e-11)
with_probes = np.concatenate(([1.0], wire["mu"], [0.0]))
I_probe, _ = bond_currents(wire, with_probes)
assert np.allclose(I_probe, wire["T_eff"], atol=1e-9)

# Bulk transport coefficient: direct exchange sum, slope, potential gradient.
d = np.arange(1, 2001)
G_bulk = np.exp(1j * theta * d) / (2j * J * np.sin(theta))
exchange_sum = np.sum(d**2 * (2 * ETA)**2 * np.abs(G_bulk)**2)
assert np.isclose(exchange_sum, D, rtol=1e-9)
longer = solve_wire(480, ETA)
slope = (1 / longer["T_eff"] - 1 / wires[320]["T_eff"]) / 160
assert np.isclose(slope, 1 / D, rtol=1e-5)
mu_long = longer["mu"]
gradient = (mu_long[260] - mu_long[220]) / 40
assert np.isclose(-gradient * D, longer["T_eff"], rtol=1e-4)
eta_strong = 0.8
strong_slope = (1 / solve_wire(100, eta_strong)["T_eff"]
                - 1 / solve_wire(60, eta_strong)["T_eff"]) / 40
assert np.isclose(strong_slope, 1 / bulk_D(eta_strong), rtol=1e-6)

# Contact term tends to one when the probe coupling is reduced.
contact = 1 / wires[320]["T_eff"] - 320 / D
eta_double = 2 * ETA
contact_double = (1 / solve_wire(320, eta_double)["T_eff"]
                  - 320 / bulk_D(eta_double))
assert abs(contact_double - 1) < eta_double / J
assert abs(contact - 1) < 0.6 * abs(contact_double - 1) + 1e-7
weak_formula = {N: 1 / (1 + N * np.tanh(beta)) for N in lengths}
for N in lengths:
    # Finite-coupling corrections are of relative order (eta/J)^2.
    assert np.isclose(wires[N]["T_eff"], weak_formula[N], rtol=5e-3)

# Reflectionless splitters: explicit unitary for one direction of motion.
N_split = 40
epsilon = 1 - np.exp(-2 * beta)
S = np.eye(N_split + 1)
for j in range(1, N_split + 1):
    step = np.eye(N_split + 1)
    step[0, 0] = step[j, j] = np.sqrt(1 - epsilon)
    step[0, j] = -np.sqrt(epsilon)
    step[j, 0] = np.sqrt(epsilon)
    S = step @ S
P = S**2
P_right = P[1:, 1:]
P_left = P_right[::-1, ::-1]
mu_mixed = np.linalg.solve(2 * np.eye(N_split) - P_right - P_left, P[1:, 0])
mu_kept = np.linalg.solve(np.eye(N_split) - P_right, P[1:, 0])
T_lost = P[0, 0]
T_mixed = P[0, 0] + P[0, 1:] @ mu_mixed
T_kept = P[0, 0] + P[0, 1:] @ mu_kept
assert np.isclose(T_lost, np.exp(-2 * beta * N_split), rtol=1e-10)
assert np.isclose(T_mixed, 1 / (1 + N_split * np.tanh(beta)), rtol=1e-10)
assert np.isclose(T_kept, 1.0, rtol=1e-10)

# Worked example in practical units.
G0 = 2 * const.e**2 / const.h
R0_kohm = 1e-3 / G0
velocity = g * const.e * SPACING_NM * 1e-9 / const.hbar
lifetime_fs = const.hbar / (2 * ETA * const.e) * 1e15
decay_nm = SPACING_NM / (2 * beta)
weak_decay_nm = velocity * lifetime_fs * 1e-15 * 1e9
assert np.isclose(decay_nm, weak_decay_nm, rtol=3e-3)

print(f"J = {J:.2f} eV, E = {E:.2f} eV, eta = {ETA:.3f} eV")
print(f"site spacing a = {SPACING_NM:.2f} nm")
print(f"lead phase per site k = {k:.5f} rad")
print(f"lead broadening g = {g:.5f} eV")
print(f"kappa = {theta.real:.6f} rad, beta = {beta:.6f} per site")
print(f"velocity = {velocity:.4e} m/s")
print(f"lifetime hbar/(2 eta) = {lifetime_fs:.4f} fs")
print(f"decay length a/(2 beta) = {decay_nm:.4f} nm")
print(f"weak estimate hbar v/(2 eta) = {weak_decay_nm:.4f} nm")
print(f"absorber prefactor C = {prefactor:.6f} (dimensionless)")
print(f"one site: T_abs = {single['T_abs']:.6f}, "
      f"T_eff = {single['T_eff']:.6f}")
print(f"2e^2/h = {G0 * 1e6:.4f} microsiemens")
print(f"h/(2e^2) = {R0_kohm:.4f} kilo-ohm")
print("N, L (nm), T_abs, T_eff, weak formula, R with probes (kilo-ohm)")
for N in lengths:
    w = wires[N]
    print(f"{N:4d} {N * SPACING_NM:6.1f} {w['T_abs']:.4e} "
          f"{w['T_eff']:.6f} {weak_formula[N]:.6f} "
          f"{R0_kohm / w['T_eff']:.3f}")
print(f"C exp(-2 beta N) at N = 320: {asymptote:.4e}")
print(f"N = {N_show}, reflected by absorber: {reflection:.4e}")
print(f"N = {N_show}, absorbed fraction: {absorbed:.6f}")
print(f"absorber, first and last bond current: "
      f"{I_abs[0]:.6f}, {I_abs[-1]:.4e} (units of T)")
print(f"probes, first and last bond current: "
      f"{I_probe[0]:.6f}, {I_probe[-1]:.6f} (units of T)")
print(f"N = {N_show}, first and last probe potential: "
      f"{wire['mu'][0]:.6f}, {wire['mu'][-1]:.6f} (fraction of bias)")
print(f"D = {D:.5f} sites, coth(beta) = {1 / np.tanh(beta):.5f} sites")
print(f"measured resistance slope = {slope:.7f} per site")
print(f"formula 1/D = {1 / D:.7f} per site")
print(f"resistance per site = {R0_kohm / D:.5f} kilo-ohm")
print(f"contact term c at eta = {ETA:.2f} eV: {contact:.7f}")
print(f"contact term c at eta = {eta_double:.2f} eV: {contact_double:.7f}")
print(f"eta = {eta_strong:.1f} eV: slope = {strong_slope:.6f}, "
      f"1/D = {1 / bulk_D(eta_strong):.6f} per site")
print(f"splitters: N = {N_split}, removed per site = {epsilon:.6f}")
print(f"splitters, carriers lost: T = {T_lost:.6f}")
print(f"splitters, direction randomized: T = {T_mixed:.6f}")
print(f"splitters, direction preserved: T = {T_kept:.6f}")
print("verified")
```

Running it gives:

```
J = 1.00 eV, E = -1.00 eV, eta = 0.050 eV
site spacing a = 0.50 nm
lead phase per site k = 1.04720 rad
lead broadening g = 1.73205 eV
kappa = 1.047438 rad, beta = 0.028860 per site
velocity = 1.3157e+06 m/s
lifetime hbar/(2 eta) = 6.5821 fs
decay length a/(2 beta) = 8.6627 nm
weak estimate hbar v/(2 eta) = 8.6603 nm
absorber prefactor C = 1.000555 (dimensionless)
one site: T_abs = 0.944672, T_eff = 0.971942
2e^2/h = 77.4809 microsiemens
h/(2e^2) = 12.9064 kilo-ohm
N, L (nm), T_abs, T_eff, weak formula, R with probes (kilo-ohm)
  10    5.0 5.6187e-01 0.775910 0.776087 16.634
  40   20.0 9.9442e-02 0.463959 0.464240 27.818
 160   80.0 9.7614e-05 0.177891 0.178055 72.552
 320  160.0 9.5233e-09 0.097630 0.097728 132.198
C exp(-2 beta N) at N = 320: 9.5233e-09
N = 160, reflected by absorber: 2.7758e-04
N = 160, absorbed fraction: 0.999625
absorber, first and last bond current: 0.943653, 1.0325e-04 (units of T)
probes, first and last bond current: 0.177891, 0.177891 (units of T)
N = 160, first and last probe potential: 0.909740, 0.090260 (fraction of bias)
D = 34.62180 sites, coth(beta) = 34.66025 sites
measured resistance slope = 0.0288835 per site
formula 1/D = 0.0288835 per site
resistance per site = 0.37278 kilo-ohm
contact term c at eta = 0.05 eV: 1.0000687
contact term c at eta = 0.10 eV: 1.0002666
eta = 0.8 eV: slope = 0.514522, 1/D = 0.514522 per site
splitters: N = 40, removed per site = 0.056085
splitters, carriers lost: T = 0.099384
splitters, direction randomized: T = 0.464240
splitters, direction preserved: T = 1.000000
verified
```
